\section*{Decay of a monolayer island limited by attachment at its edge}

\section{Problem}

A crystal surface carries a circular island one atomic layer high. The surface is annealed with no deposition and no evaporation, and the island shrinks because atoms leave its edge, wander over the surrounding terrace as adatoms and are taken up by other steps. Let $R(t)$ be the island radius, $A=\pi R^2$ its area, $\Omega$ the area per atom in the layer and $\beta$ the free energy of the step per unit length, taken as independent of direction. The adatoms form a dilute gas of number density $c$ per unit area. A straight step is in equilibrium with the density $c_0$, and $\theta_0=c_0\Omega$ is the corresponding coverage.

Three assumptions define the model. The crossing between edge and terrace is slow compared with diffusion, so the density on the surrounding terrace is uniform. That density is held at the straight-step value $c_0$ throughout. An adatom density $c$ next to the edge delivers $\kappa c$ atoms per unit length and time to it, where $\kappa$ is a velocity that measures how easily atoms attach from the lower terrace.

\begin{enumerate}
\item Use the linearised Gibbs--Thomson relation to find how the area depends on time, and find the lifetime of the island.
\item Find how the answer changes when diffusion across the terrace is not fast, and when the terrace density is not quite $c_0$.
\end{enumerate}

For numbers take $T=950$~K, so that $kT=0.08186$~eV; a surface cell of side $0.384$~nm, so that $\Omega=0.1475$~nm$^2$; $\beta=0.10$~eV/nm; $\theta_0=0.010$; $\kappa=1.0\times10^4$~nm/s; and an initial radius $R_0=100$~nm. For the second question the adatom diffusion constant is $D=3.0\times10^7$~nm$^2$/s and the other steps lie at a distance $L=1000$~nm from the island centre.

\section{First estimate by scaling}

Numerical factors are dropped here. An atom at a curved edge has its energy raised by about $\beta\Omega/R$, since adding $R^2/\Omega$ atoms costs an edge energy $\beta R$. Compared with $kT$ this is $\Gamma/R$, with the length
\begin{equation}
\Gamma=\frac{\beta\Omega}{kT}.
\label{eq:gamma}
\end{equation}
The edge therefore emits a fraction $\Gamma/R$ more atoms than it receives from the reservoir. The net loss per unit length is about $\kappa c_0\Gamma/R$, and over an edge of length about $R$ the loss is
\begin{equation}
\left|\frac{dN}{dt}\right|\sim R\,\frac{\kappa c_0\Gamma}{R}=\kappa c_0\Gamma .
\end{equation}
The island must lose about $R_0^2/\Omega$ atoms, which takes
\begin{equation}
\tau_{\rm est}\sim\frac{R_0^2}{\Omega\kappa c_0\Gamma}=\frac{R_0^2}{\kappa\theta_0\Gamma}.
\label{eq:est}
\end{equation}
With $\Gamma=0.10\times0.1475/0.08186=0.180$~nm this is $10^4/(10^4\times0.010\times0.180)\approx 560$~s.

\section{Solution of the model}

\subsection{The density in equilibrium with a curved edge}

The edge energy and the number of atoms in the island are
\begin{equation}
F=2\pi R\beta,\qquad N=\frac{\pi R^2}{\Omega}.
\end{equation}
The energy needed to add one atom, counted from the value at a straight step, is
\begin{equation}
\mu=\frac{dF}{dN}=\frac{dF/dR}{dN/dR}=\frac{2\pi\beta}{2\pi R/\Omega}=\frac{\beta\Omega}{R}.
\label{eq:mu}
\end{equation}
A dilute gas of density $c$ has the chemical potential $kT\ln(c/c_0)$ on the same scale, because it must vanish at $c=c_0$. Edge and gas are in equilibrium when the two are equal:
\begin{equation}
c_{\rm eq}(R)=c_0\,e^{\Gamma/R}\simeq c_0\left(1+\frac{\Gamma}{R}\right),\qquad R\gg\Gamma .
\label{eq:gt}
\end{equation}
The second form is the linearised Gibbs--Thomson relation. A small island needs a denser gas to keep it from shrinking.

\subsection{Balance at the edge}

Atoms arrive at the rate $\kappa c$ per unit length. In equilibrium, $c=c_{\rm eq}(R)$, as many must leave as arrive, so the departure rate is $\kappa c_{\rm eq}(R)$. In a dilute gas the departures do not depend on the density outside, and this rate holds also when $c\neq c_{\rm eq}$. With the reservoir at $c_0$ the net loss per unit length is
\begin{equation}
j=\kappa\left[c_{\rm eq}(R)-c_0\right]=\frac{\kappa c_0\Gamma}{R}.
\label{eq:j}
\end{equation}

The terrace on top of the island also touches the edge, but it is closed, provided that adatoms do not cross directly to the lower terrace without attaching to the edge. Adatoms there can then leave only by attaching, so in a steady state their density settles at $c_{\rm eq}(R)$ and their net flux is zero. When the island shrinks, the adatoms that stood on the lost area must attach to the edge and leave through it like the island's own atoms. Each unit of lost area then releases about $1/\Omega+c_0$ atoms instead of $1/\Omega$. The rate found below is divided by $1+\theta_0$, and the lifetime is longer by the fraction $\theta_0$, which is 1\% or about 3~s in the example. The decay stays linear, and this correction is neglected in what follows.

\subsection{The area as a function of time}

The loss per unit length times the perimeter gives
\begin{equation}
\frac{dN}{dt}=-2\pi R\,\frac{\kappa c_0\Gamma}{R}=-2\pi\kappa c_0\Gamma .
\label{eq:dN}
\end{equation}
Each atom carries the area $\Omega$, so
\begin{equation}
\boxed{\;\frac{dA}{dt}=-2\pi\kappa\theta_0\Gamma=-\frac{2\pi\kappa c_0\Omega^2\beta}{kT}\;}
\label{eq:main}
\end{equation}
The right side contains neither $R$ nor $t$. The area falls linearly,
\begin{equation}
A(t)=\pi R_0^2-2\pi\kappa\theta_0\Gamma\,t ,
\end{equation}
and reaches zero at
\begin{equation}
\tau=\frac{\pi R_0^2}{2\pi\kappa\theta_0\Gamma}=\frac{R_0^2}{2\kappa\theta_0\Gamma},
\qquad R(t)=R_0\sqrt{1-t/\tau}.
\label{eq:tau}
\end{equation}
The cause is a cancellation. Halving the radius doubles the excess emission per unit length and halves the length that emits. The radius itself does not shrink steadily: $dR/dt=-\kappa\theta_0\Gamma/R$ grows in magnitude as the island gets smaller.

For the example,
\begin{equation}
\left|\frac{dA}{dt}\right|=2\pi\times10^4\times0.010\times0.1801\approx113\ \mathrm{nm^2/s},
\end{equation}
or about 770 atoms per second. The initial area is $31\,416$~nm$^2$, and $\tau=31\,416/113.2\approx278$~s, or 4.6~min. At half this time the area is $15\,708$~nm$^2$ and the radius is still $70.7$~nm; at three quarters of it the radius is $50$~nm. The driving energy is small: at $R_0$ it is $\mu=0.15$~meV per atom, against $kT=82$~meV.

\section{Comparison of estimate and solution}

The estimate (\ref{eq:est}) is twice the lifetime (\ref{eq:tau}). In the estimate both the perimeter and the area lost their geometrical factors. Restoring them multiplies the atom number by $\pi$ and the loss rate by $2\pi$, which gives the factor $1/2$. The energy per atom needs no correction, because the factors in $dF/dR$ and $dN/dR$ cancel in (\ref{eq:mu}).

The scaling argument already contains the linear law, since its loss rate is free of $R$. It rests, however, on the assumption that the terrace stays at $c_0$ right up to the edge. The second question removes this assumption.

\section{Finite diffusion and distant steps}

Let the island stand at the centre of a terrace bounded at $r=L$ by a step whose own curvature is neglected. This outer step has the same attachment velocity $\kappa$ and the equilibrium density $c_0$. In a quasi-steady state the same number $I$ of atoms per unit time passes through three stages. At the island edge,
\begin{equation}
I=2\pi R\kappa\,[c_{\rm eq}(R)-c(R)] .
\end{equation}
On the terrace $I=-2\pi rD\,dc/dr$, and integration from $R$ to $L$ gives
\begin{equation}
c(R)-c(L)=\frac{I}{2\pi D}\ln\frac LR .
\end{equation}
At the outer step $I=2\pi L\kappa\,[c(L)-c_0]$. Solving each relation for its density difference and adding them,
\begin{equation}
\frac{c_0\Gamma}{R}=\frac{I}{2\pi R\kappa}+\frac{I}{2\pi D}\ln\frac LR+\frac{I}{2\pi L\kappa}
=\frac{I}{2\pi R\kappa}\,S(R),
\end{equation}
\begin{equation}
S(R)=1+\frac{\kappa R}{D}\ln\frac LR+\frac RL .
\label{eq:S}
\end{equation}
Hence
\begin{equation}
\frac{dA}{dt}=-\Omega I=-\frac{2\pi\kappa\theta_0\Gamma}{S(R)} .
\label{eq:series}
\end{equation}
With the curvature of the outer step neglected, the linear law needs both added terms to be small. The first compares the resistance of the terrace with that of the edge. The second says that the outer step must be much longer than the island edge; fast diffusion alone does not hold the terrace at $c_0$.

In the example the two terms are $0.077$ and $0.100$ at $R_0$, so the initial rate falls to $113.2/1.177\approx96$~nm$^2$/s. A numerical solution of the terrace diffusion problem gives the same value. For the lifetime, $2\pi R\,dR=dA$ and (\ref{eq:series}) give
\begin{align}
\frac{\tau'}{\tau}&=\frac{2}{R_0^2}\int_0^{R_0}R\,S(R)\,dR\nonumber\\
&=1+\frac23\,\frac{\kappa R_0}{D}\left(\ln\frac{L}{R_0}+\frac13\right)+\frac23\,\frac{R_0}{L},
\end{align}
where $\int_0^{R_0}R^2\ln(L/R)\,dR=\tfrac13R_0^3[\ln(L/R_0)+\tfrac13]$ was used. The terms are $1+0.059+0.067$, so $\tau'\approx312$~s instead of 278~s.

This value holds for an outer step in equilibrium with $c_0$. If the outer step is itself a circle of radius $L$, its equilibrium density is $c_0(1+\Gamma/L)$ when it is the rim of a larger island underneath, and $c_0(1-\Gamma/L)$ when it is the wall of a pit. The driving difference $c_0\Gamma/R$ is then multiplied by $1-R/L$ or $1+R/L$, a change as large as the last term of (\ref{eq:S}). For a pit wall and fast diffusion the two cancel, and (\ref{eq:main}) is recovered. The lifetime becomes about 335~s in the first case and 293~s in the second.

The area curve stays nearly straight for most of the decay. Between $R_0$ and $R_0/2$, while three quarters of the area disappears, the rate rises by 7\%, although the initial rate lies 15\% below (\ref{eq:main}). A nearly straight plot of area against time is therefore no proof that the prefactor in (\ref{eq:main}) is accurate.

\subsection{The opposite limit}

If the terrace term dominates $S$, then
\begin{equation}
\frac{dA}{dt}\simeq-\frac{2\pi D\theta_0\Gamma}{R\ln(L/R)} .
\end{equation}
The attachment velocity has dropped out and the cancellation is lost, because the resistance of the terrace depends on $R$ only through a logarithm. Halving $R_0$ now raises the rate by the factor $2\ln10/\ln20=1.54$; the numerical solution with $D$ reduced by a factor of $10^4$ and all else fixed also gives $1.54$. If the logarithm is replaced by a constant $\ell$, then $2\pi R\,dR/dt=dA/dt$ leads to
\begin{equation}
R^2\frac{dR}{dt}=-\frac{D\theta_0\Gamma}{\ell},\qquad
R^3=R_0^3-\frac{3D\theta_0\Gamma}{\ell}\,t .
\end{equation}
In this approximation the area goes to zero as the power $2/3$ of the remaining time, and its curve steepens towards the end. With the logarithm kept and the reduced $D$, the local power is larger: $0.76$ at $R_0$ and $0.72$ at $R=10$~nm.

\section{A reservoir slightly off the straight-step value}

Let the reservoir density be $c_0(1+s)$, with fast diffusion again. Equation (\ref{eq:j}) becomes $j=\kappa c_0(\Gamma/R-s)$, and
\begin{equation}
\frac{dA}{dt}=-2\pi R\,\Omega j=-2\pi\kappa\theta_0\,(\Gamma-sR).
\label{eq:s}
\end{equation}
For $s>0$ the decay is no longer linear, and an island with $R>\Gamma/s$ grows. The relevant measure of $s$ is $\Gamma/R_0=0.0018$, not unity. An excess of only $s=1.8\times10^{-4}$ makes $q=sR_0/\Gamma=0.1$ and lowers the initial rate by 10\%. With $2\pi R\,dR=dA$ and $x=R/R_0$ the lifetime is
\begin{equation}
\tau_s=2\tau\int_0^1\frac{x\,dx}{1-qx}=\frac{2\tau}{q^2}\left[-q-\ln(1-q)\right],\qquad 0<q<1,
\end{equation}
which is $1.072\,\tau\approx298$~s here. Such an excess can come from neighbouring islands, whose edges emit more than a straight step does. The condition on the reservoir is thus a delicate one.

\section{Other conditions}

\paragraph{Linearisation.} With the full exponential in (\ref{eq:gt}) the rate is multiplied by $(R/\Gamma)(e^{\Gamma/R}-1)\simeq1+\Gamma/(2R)$. To first order the lifetime changes by the factor
\begin{equation}
\frac{2}{R_0^2}\int_0^{R_0}R\left(1-\frac{\Gamma}{2R}\right)dR=1-\frac{\Gamma}{R_0},
\end{equation}
a reduction of 0.2\%; the numerical value is 277.1~s against 277.6~s. The full exponential gives a rate 10\% above the linearised one at $R=0.96$~nm, where the island has about 20 atoms and a continuous edge is itself doubtful.

\paragraph{Random exchange.} Equation (\ref{eq:main}) describes the mean area of many such islands as long as few of them have vanished. Arrivals and departures each occur at a rate close to $2\pi R\kappa c_0$, far above their difference. If they are independent, the variance of $N$ grows at the rate $4\pi R\kappa c_0$, and with $R=R_0\sqrt{1-t/\tau}$ the total is
\begin{equation}
\sigma_N^2=4\pi\kappa c_0R_0\cdot\frac23\tau=\frac{4\pi R_0^3}{3\Omega\Gamma}.
\end{equation}
Since $N$ falls at a constant mean rate, the relative spread of lifetimes is
\begin{equation}
\frac{\sigma_\tau}{\tau}\simeq\frac{\sigma_N}{N_0}=\sqrt{\frac{4\Omega}{3\pi\Gamma R_0}},
\qquad N_0=\frac{\pi R_0^2}{\Omega}.
\end{equation}
This is 5.9\%, or 16~s, for an island of more than $2\times10^5$ atoms. A calculation that follows the gain and loss of single atoms, with the full exponential, a fixed reservoir and rates that obey detailed balance, gives the same 5.9\% and a mean lifetime of 277.8~s. This exceeds 277.1~s by the fraction $\Omega/(\pi\Gamma R_0)=0.26\%$, because the step from $N$ to $N+1$ uses a slightly longer perimeter than the step from $N$ to $N-1$.

\paragraph{Quasi-steady adatoms.} The terrace density adjusts within about $L^2/D+L/(2\kappa)=0.08$~s, the time to diffuse across the terrace plus the time to exchange its adatoms with the outer step. This is short compared with $\tau$.

\paragraph{Anisotropy.} Let $\beta$ and $\kappa$ depend on the angle $\varphi$ of the edge normal, and describe a convex island by the distance $h(\varphi)$ from the origin to its tangent line. The edge element is $ds=(h+h'')\,d\varphi$, where a prime denotes $d/d\varphi$. A small normal displacement $\delta h$ changes the edge energy by
\begin{equation}
\delta F=\oint\beta\,(\delta h+\delta h'')\,d\varphi=\oint(\beta+\beta'')\,\delta h\,d\varphi ,
\end{equation}
after two integrations by parts. It adds $\delta h\,ds/\Omega$ atoms on each element, so locally $\mu=\Omega(\beta+\beta'')\,d\varphi/ds$. The loss per unit length is $\kappa c_0\mu/kT$, and
\begin{equation}
\frac{dA}{dt}=-\Omega\oint\frac{\kappa c_0\mu}{kT}\,ds=-\frac{\theta_0\Omega}{kT}\oint\kappa\,(\beta+\beta'')\,d\varphi .
\label{eq:aniso}
\end{equation}
Size and shape have dropped out, so the area still falls linearly, provided that $\beta+\beta''>0$ at every angle. Where this fails, an edge of that orientation is unstable and the smooth convex outline assumed here does not apply. If $\kappa$ is isotropic, $\beta''$ integrates to zero and $\beta$ is replaced by its mean over angles. If both vary, as $\beta_0(1+\varepsilon\cos2\varphi)$ and $\kappa_0(1+m\cos2\varphi)$, then $\beta+\beta''=\beta_0(1-3\varepsilon\cos2\varphi)$ and the rate is multiplied by $1-3\varepsilon m/2$. For the illustrative amplitudes $\varepsilon=0.2$ and $m=0.5$ this is $0.85$. The energy variation of a many-sided polygon gives $0.85$ both for a circle and for an ellipse with axes in the ratio 2:1.

\section{The numbers beside a real surface}

The example corresponds roughly to silicon (001) annealed in vacuum. The values of $\beta$, $\theta_0$ and $D$ are typical orders of magnitude; $\kappa$ was chosen to put the decay on the scale of minutes, so the lifetime is not a prediction for silicon. At this temperature the mobile species on silicon (001) is mainly the ad-dimer; for such a unit $\Omega$, and with it $\Gamma$, is twice the value used here. The rate in (\ref{eq:main}) is proportional to $\kappa\theta_0\beta$. A measured slope gives at most this product, not its factors, and gives it correctly only if the corrections for the terrace and the reservoir are small or known. On this surface single-layer steps are of two kinds with different energies and kinetics, so the circle and the isotropic $\beta$ and $\kappa$ are idealisations. Where (\ref{eq:aniso}) applies, the dependence of $\beta$ and $\kappa$ on direction alters only the prefactor, by 15\% for the amplitudes above, which are not values for silicon. With the $\cos2\varphi$ form of $\beta$ this equation applies only for $|\varepsilon|<1/3$, that is, when the two step energies differ by less than a factor of 2; other forms of $\beta(\varphi)$ can keep $\beta+\beta''$ positive at a larger ratio. Two further features of silicon (001) lie outside the model. Neighbouring terraces carry different surface stress, and the elastic relaxation this causes makes the effective step energy depend on the island size, so the area need not fall exactly linearly. Adatoms also diffuse much faster along the dimer rows than across them, and the value of $D$ used here is typical of the fast direction. If $D$ were a hundred times smaller in the slow direction, the initial rate in the terrace geometry above would be about 62 instead of 96~nm$^2$/s. A real terrace is also bordered by steps and islands at finite distance. For the geometry assumed here, with the curvature of the outer step neglected, that lengthens the life by 13\%, and an excess density of $1.8\times10^{-4}\,c_0$, acting alone, lengthens it by 7\%. The main values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough silicon (001) regime; kappa, L, R0 chosen)
temperature T = 950 K, kT = 0.08186 eV
cell side = 0.384 nm, Omega = 0.14746 nm^2
step free energy beta = 0.10 eV/nm
coverage theta0 = 0.010, c0 = 0.06782 nm^-2
kappa = 1.0e+04 nm/s, D = 3.0e+07 nm^2/s
R0 = 100 nm, L = 1000 nm
MAIN RESULT
Gamma = 0.1801 nm, Gamma/R0 = 0.001801
mu at R0 = 0.1475 meV
initial area = 31415.9 nm^2, atoms = 213053
area loss rate = 113.17 nm^2/s
atom loss rate = 767.5 atoms/s
lifetime tau = 277.6 s = 4.63 min
t = 0.25 tau = 69.4 s: integrated area = 23561.9 nm^2, radius = 86.60 nm
t = 0.50 tau = 138.8 s: integrated area = 15708.0 nm^2, radius = 70.71 nm
t = 0.75 tau = 208.2 s: integrated area = 7854.0 nm^2, radius = 50.00 nm
t = 0.95 tau = 263.7 s: integrated area = 1570.8 nm^2, radius = 22.36 nm
largest deviation from line / initial area = 4.2e-11
NEGLECTED EFFECTS
lifetime with full exponential = 277.1 s
radius where exponential rate is 10% higher = 0.96 nm
terrace term (kappa R0/D) ln(L/R0) = 0.0768
outer-step term R0/L = 0.1000
initial rate with both terms = 96.17 nm^2/s
lifetime with both terms = 312.4 s
rate(R0/2)/rate(R0), example D = 1.0698
rate(R0/2)/rate(R0), D = 3.0e+03 nm^2/s: 1.5362
reservoir excess s for 10% lower initial rate = 1.80e-04
lifetime with that excess = 297.6 s
anisotropy amplitudes: beta 0.2, kappa 0.5
rate factor, 2:1 ellipse, isotropic = 1.0000
rate factor, 2:1 ellipse, beta only = 1.0000
rate factor, circle, beta and kappa = 0.8500
rate factor, 2:1 ellipse, beta and kappa = 0.8500
rate factor from angular integral = 0.8500
mean lifetime of random-exchange chain = 277.8 s
relative lifetime spread, chain = 0.0590
relative lifetime spread, formula = 0.0589
adatom response time L^2/D + L/(2 kappa) = 0.0833 s
\end{verbatim}
